# Dicke narrowing in the soft- and hard-collision models

The 1–0 Q(1) line of H₂ near 2.40 µm has a Doppler half-width of about $18\times10^{-3}$ cm⁻¹ at 300 K; with the computed line position used below the value is $18.18\times10^{-3}$ cm⁻¹ (545 MHz). In the model gas worked out below, convolving this Gaussian with the collisional Lorentzian at 2 bar gives $19.27\times10^{-3}$ cm⁻¹. Letting the same collisions also change the molecular velocity gives $3.96\times10^{-3}$ cm⁻¹ in the Galatry model and $3.93\times10^{-3}$ cm⁻¹ in the Rautian model. The velocity distribution is the same Maxwellian in all three cases. What differs is how long a molecule keeps its velocity, compared with the time it needs to move through one radian of optical phase.

## Profile and phase correlation

The motion along the wavevector, $k=2\pi/\lambda$, is classical. With $u^2=k_BT/m$ the velocity component has the distribution $W(v)=e^{-v^2/2u^2}/\sqrt{2\pi}u$, and $\kappa=ku$. Velocity-changing collisions leave the internal phase of the transition intact. Dephasing is an independent factor $e^{-\Gamma t}$. Recoil, pressure shift and any speed dependence of $\Gamma$ are neglected. A molecule displaced by $x(t)$ has acquired the phase $kx(t)$, so at angular detuning $\Delta$

$$I(\Delta)=\frac1\pi\,\mathrm{Re}\,F(\Gamma-i\Delta),\quad F(s)=\int_0^\infty e^{-st}\phi(t)\,dt,\quad \phi=\langle e^{-ikx(t)}\rangle .$$

Because $W$ is even, $\phi$ is real, and $I$ is the Fourier transform of $\phi(|t|)e^{-\Gamma|t|}$, with unit area since $\phi(0)=1$. In free flight $x=vt$ and $\phi=e^{-\kappa^2t^2/2}$. At $\Gamma=0$ this gives $I\propto e^{-\Delta^2/2\kappa^2}$, of half-width at half maximum (HWHM) $\kappa\sqrt{2\ln2}$.

Let $h(v,t)$ be the average of $e^{-ikx(t)}$ over histories that start with velocity $v$. In the first interval $dt$ the phase factor is $1-ikv\,dt$ and the velocity evolves under the collision generator $L$, so $\partial_th=(-ikv+L)h$ with $h(v,0)=1$. The Laplace transform of $\partial_t h$ is $s\tilde h-1$, hence

$$(s+ikv-L)\,\tilde h=1,\qquad F=\int W\tilde h\,dv .$$

The soft (Galatry) model is Brownian motion in velocity with friction $\beta$. The hard (Rautian) model replaces $v$ at rate $\beta$ by a fresh Maxwellian value:

$$L_{\rm soft}h=\beta\,(u^2h''-vh'),\qquad L_{\rm hard}h=\beta\Big(\int Wh\,dv-h\Big).$$

## The random walk of the phase

Both generators give $Lv=-\beta v$, so $\langle v(0)v(t)\rangle=u^2e^{-\beta t}$. Writing $x=\int_0^tv\,dt'$ and using stationarity,

$$\langle x^2\rangle=2\int_0^t(t-t')\,u^2e^{-\beta t'}dt'=2D\Big[t-\frac{1-e^{-\beta t}}{\beta}\Big],\qquad D=\frac{u^2}{\beta}.$$

The velocity persists over the length $\ell=u/\beta=D/u$, in which the phase advances by $a=k\ell=\kappa/\beta$. If $a\gg1$, the ensemble dephases in a time $1/\kappa$, before the velocity changes, and the line is Doppler-broadened. If $a\ll1$, the phase takes small steps of random sign. Its variance grows as $2k^2Dt$ instead of $\kappa^2t^2$, and $\phi\approx e^{-k^2Dt}$ gives a Lorentzian of HWHM

$$k^2D=a^2\beta=a\kappa .$$

The small parameter is $k\ell$, so the condition is $\ell\ll\lambda/2\pi$. A free path merely below $\lambda$ is not enough. At $\ell=\lambda$, where $a=2\pi$, the computed widths at $\Gamma=0$ are 0.944 (soft) and 0.901 (hard) of the Doppler width, while $k^2D$ is 5.34 times it. At $a=1$ the three ratios are 0.653, 0.552 and 0.849, and at $a=0.3$ they are 0.253, 0.236 and 0.255.

## Closed forms

In the soft model $x$ is linear in Gaussian noise and is Gaussian, so

$$\phi=e^{-k^2\langle x^2\rangle/2}=\exp[-a^2(\beta t-1+e^{-\beta t})].$$

Expanding $\exp(-a^2e^{-\beta t})$ in powers and transforming term by term gives

$$F_{\rm soft}=e^{a^2}\sum_{n\ge0}\frac{(-a^2)^n}{n!}\,\frac{1}{s+k^2D+n\beta},$$

whose slowest pole lies at $s=-k^2D$ for every $a$. The alternating sum cancels badly for large $a$. The substitution $y=e^{-\beta t}$ gives $\beta F=K(b)=e^{a^2}\int_0^1y^{b-1}e^{-a^2y}dy$ with $b=s/\beta+a^2$. Integration by parts gives $K(b)=1/b+(a^2/b)K(b+1)$, and iteration yields

$$\beta F_{\rm soft}=\sum_{n\ge0}\frac{a^{2n}}{b(b+1)\cdots(b+n)}=\frac{M(1;1+b;a^2)}{b},$$

with $M$ the confluent hypergeometric function.

In the hard model the equation reads $(s+\beta+ikv)\tilde h=1+\beta F$. Dividing by the bracket and averaging over $W$ gives $F=J\,(1+\beta F)$, so

$$F_{\rm hard}=\frac{J}{1-\beta J},\qquad J=\int\frac{W\,dv}{z+ikv}=\int_0^\infty e^{-zt-\kappa^2t^2/2}dt,\qquad z=s+\beta .$$

Completing the square gives $J=\sqrt{\pi/2}\,\kappa^{-1}e^{\zeta^2}\operatorname{erfc}\zeta=\sqrt{\pi/2}\,\kappa^{-1}w(i\zeta)$, with $\zeta=z/\sqrt2\kappa$ and $w$ the Faddeeva function. $J$ describes one free flight ended by a collision, and $F=J+J\beta J+\dots$ sums flights joined by collisions that hand the phase on.

## One continued fraction for both models

The Hermite polynomials $He_n(\xi)$, $\xi=v/u$, are orthogonal with weight $W$ and obey $He_n''-\xi He_n'=-nHe_n$ and $\xi He_n=He_{n+1}+nHe_{n-1}$. The first relation gives $L_{\rm soft}He_n=-n\beta He_n$. Orthogonality to $He_0=1$ gives $L_{\rm hard}He_n=-\beta He_n$ for $n\ge1$. Thus $LHe_n=-\lambda_nHe_n$ with $\lambda_0=0$ and $\lambda_1=\beta$ in both models, while $\lambda_n=n\beta$ (soft) or $\beta$ (hard) for $n\ge2$. With $\tilde h=\sum c_nHe_n$ one has $F=c_0$, and the coefficient of $He_n$ gives

$$(s+\lambda_n)c_n+i\kappa\,[c_{n-1}+(n+1)c_{n+1}]=\delta_{n0}.$$

Define $T_n=i\kappa\,n\,c_n/c_{n-1}$. For $n\ge1$, division by $c_n$ gives $c_n/c_{n-1}=-i\kappa/(s+\lambda_n+T_{n+1})$, and for $n=0$, $c_0(s+T_1)=1$:

$$F=\frac1{s+T_1},\qquad T_n=\frac{n\kappa^2}{s+\lambda_n+T_{n+1}} .$$

The closed forms and this fraction were tested against direct solutions of the kinetic equation on velocity grids. The soft $\phi(t)$, the hard $F$ at one real $s$, and $\langle x^2\rangle$ for both models were tested against simulated trajectories. The numerical output follows the text.

## The Lorentzian core and its corrections

For $a\ll1$ and $|s|\ll\beta$, $T_2\approx2\kappa^2/\lambda_2$, and expanding $T_1$ to first order in $s/\beta$ and $T_2/\beta$ gives

$$T_1\approx k^2D\Big(1-\frac{2a^2\beta}{\lambda_2}\Big)-a^2s\equiv\Sigma_0-a^2s .$$

Then $F\approx1/[(1-a^2)s+\Sigma_0]$, and with $s=\Gamma-i\Delta$,

$$\pi I\approx\frac{1}{1-a^2}\,\frac{\gamma}{\gamma^2+\Delta^2},\qquad \gamma=\Gamma+\frac{\Sigma_0}{1-a^2}\approx\Gamma+k^2D\Big(1+a^2-\frac{2a^2\beta}{\lambda_2}\Big).$$

The leading width involves $\lambda_1$ alone, which is why two different collision models give the same Lorentzian. They first differ through $\lambda_2$. For hard collisions $\lambda_2=\beta$ and $\gamma=\Gamma+k^2D(1-a^2)$. For soft collisions $\lambda_2=2\beta$ and the $a^2$ term cancels, as the pole position requires. At $\Gamma=0$ the peak is $\pi I(0)=1/\Sigma_0$, so $\pi I(0)\,k^2D=1+a^2$ (soft) or $1+2a^2$ (hard). The grid solutions at $a=0.05$ give coefficients 0.999 and 1.985. There the largest relative deviation from the Lorentzian of width $k^2D$, over four detunings up to $5k^2D$, is 0.0025 and 0.0050. The dropped term $a^2s^2/\beta$ is of relative size $|s/\beta|^2$ against $k^2D$, so additivity of $\Gamma$ needs $\Gamma\ll\beta$, and the Lorentzian describes the core $|\Delta|\ll\beta$.

The first soft correction follows from the pole series. With $\gamma_0=\Gamma+k^2D\ll\beta$, the $n=1$ term is a flat background $-\epsilon$ in the core, $\epsilon=a^2/\beta$, so $\mathrm{Re}F\propto\gamma_0/(\gamma_0^2+\Delta^2)-\epsilon$. Setting this equal to half its central value, $(1/\gamma_0-\epsilon)/2$, gives $\gamma_0^2+\Delta^2=2\gamma_0^2/(1+\epsilon\gamma_0)$. To first order $\Delta^2=\gamma_0^2(1-2\epsilon\gamma_0)$, and

$$\mathrm{HWHM}_{\rm soft}\approx\gamma_0-k^2D\,(\gamma_0/\beta)^2 .$$

At $\Gamma=0$, $\gamma_0/\beta=a^2$ and this is $k^2D(1-a^4)$. The computed coefficient of $a^4$ is $-0.987$ at $a=0.1$, and that of $a^2$ in the hard width is $-0.997$ at $a=0.03$.

The extra narrowing of the hard model comes from a non-Gaussian displacement. For given flight times $\tau_i$, $x=\sum v_i\tau_i$ is Gaussian with variance $u^2S$, $S=\sum\tau_i^2$. Then $\langle x^4\rangle=3u^4\langle S^2\rangle$, and the fourth cumulant is $C_4=3u^4\,\mathrm{Var}\,S$. The flight times are exponential, $\langle\tau^n\rangle=n!/\beta^n$. The variables $Y_i=\tau_i^2-2\tau_i/\beta$ are independent with zero mean, and since $\sum\tau_i=t$, $S-2t/\beta=\sum Y_i$. Up to an end effect that does not grow with $t$, the sum has on average $\beta t$ terms, each with $\langle Y^2\rangle=(24-24+8)/\beta^4$. Hence $\mathrm{Var}\,S\to8t/\beta^3$ and $C_4\to24u^4t/\beta^3$. The cumulant expansion $\ln\phi=-k^2\langle x^2\rangle/2+k^4C_4/24-\dots$ then has the long-time slope $-k^2D+k^4u^4/\beta^3=-k^2D(1-a^2)$, as found above. Sampled flights give the coefficient 23.7, against 24 with a tolerance of 1 for sampling noise.

## Wings and the second moment

At $\Gamma=0$, where $|T_1|\ll|\Delta|$ and $T_2$ is negligible beside $\beta-i\Delta$, one has $F\approx1/s-T_1/s^2$ with $T_1\approx\kappa^2/(\beta-i\Delta)$. This covers $|\Delta|\gg k^2D$ if $a\ll1$, and $|\Delta|\gg\kappa$ otherwise; for large $a$ the Gaussian tail $e^{-\Delta^2/2\kappa^2}$ must also have dropped below the wing (at $a=10^4$, $\Delta=5\kappa$ the profile is still about 31 times the expression below, at $\Delta=8\kappa$ within 20% of it). The term $1/s$ is imaginary and $s^2=-\Delta^2$, so

$$I\approx\frac{\kappa^2\beta}{\pi\Delta^2(\Delta^2+\beta^2)} .$$

For $|\Delta|\ll\beta$ this is the Lorentzian wing $k^2D/\pi\Delta^2$, and beyond $\beta$ it falls as $\Delta^{-4}$. At $\Delta=50\kappa$, $\beta=5\kappa$ the grid solutions are 1.004 (soft) and 1.003 (hard) times this expression.

At short times $\langle x^2\rangle=u^2t^2+O(\beta t^3)$, so $\phi=1-\kappa^2t^2/2+\dots$ and $\int\Delta^2I\,d\Delta=-\phi''(0)=\kappa^2$ whatever $\beta$ is. This was tested at $\beta=\kappa$ and $5\kappa$. Collisions reshape the line at fixed variance. For $a\ll1$ the wing formula alone gives $\int\kappa^2\beta\,d\Delta/\pi(\Delta^2+\beta^2)=\kappa^2$, so the variance is carried by weak wings at $|\Delta|\sim\beta$, outside the Doppler width. With $\Gamma>0$, $1/s$ has the real part $\approx\Gamma/\Delta^2$, which dominates the far wing in this impact description.

## Onset, and the role of phase memory

To first order in $\beta$ at $\Gamma=0$, $\beta t-1+e^{-\beta t}=\beta^2t^2/2-\beta^3t^3/6$ gives $\phi_{\rm soft}\approx e^{-\kappa^2t^2/2}(1+\kappa^2\beta t^3/6)$. With $\int_0^\infty t^3e^{-\kappa^2t^2/2}dt=2/\kappa^4$, the peak $\pi I(0)$ rises by $\beta/3\kappa^2$. For hard collisions $F\approx J_0+\beta(J_0'+J_0^2)$, where $J_0(s)$ is $J$ at $z=s$, $J_0(0)=\sqrt{\pi/2}/\kappa$ and $J_0'(0)=-\int_0^\infty te^{-\kappa^2t^2/2}dt=-1/\kappa^2$. The rise is $(\pi/2-1)\beta/\kappa^2$. The computed coefficients are 0.3334 and 0.5709. The interruption of the flight, $J_0'$, lowers the peak, and the coherent restart, $J_0^2$, more than restores it. On 14 values of $\beta/\kappa$ from 0.1 to 30 both widths fall monotonically and the hard width lies below the soft one. This is a numerical finding on that grid and not a theorem.

If each collision destroys the phase, the gain term $\beta\int Wh$ is absent and $F=J(s+\beta)$, a Voigt profile with Lorentzian part $\beta$. At $a=1$ its width is 1.53 times the Doppler width, against 0.552 when the phase survives. If a fraction $\eta$ of the collisions destroys the phase, the gain term is multiplied by $1-\eta$ and $F=J/[1-(1-\eta)\beta J]$ with unchanged $z$. This is the hard profile with $\Gamma\to\Gamma+\eta\beta$ and $\beta\to(1-\eta)\beta$.

In a dilute gas $\Gamma=\gamma_1p$ and $D=D_1/p$. The width $\gamma_1p+k^2D_1/p$ is stationary at $p^*=k\sqrt{D_1/\gamma_1}$, where the two terms are equal and sum to $2k\sqrt{D_1\gamma_1}=2\kappa\sqrt{\Gamma/\beta}$. The ratio $\Gamma/\beta$ does not depend on $p$, and $a^2\beta=\Gamma$ gives $a=\sqrt{\Gamma/\beta}$ at $p^*$. The asymptotic minimum is therefore self-consistent when $\Gamma/\beta\ll1$, and its depth relative to the Doppler width, $2\sqrt{\Gamma/\beta}/\sqrt{2\ln2}$, does not depend on the wavelength.

## The H₂ Q(1) line

The line position comes from the $v=0$ and $v=1$, $J=1$ levels on a Born–Oppenheimer full configuration interaction curve in the cc-pVTZ basis. The result carries the error of the finite basis and omits adiabatic, nonadiabatic and relativistic terms, so its digits define the model rather than the real line. It gives 4161 cm⁻¹, so $\lambda=2.403$ µm, $k=2.614\times10^6$ m⁻¹ and $\lambda/2\pi=0.383$ µm. With $m=2.0157$ u and $T=300$ K, $u=1112$ m/s and $\kappa=ku=2.908\times10^9$ s⁻¹, which on division by $2\pi c$ is $15.44\times10^{-3}$ cm⁻¹. The basis is not converged to these digits: cc-pVQZ lowers the line by 4.4 cm⁻¹ (0.1%) to 4156 cm⁻¹ and the Doppler half-width to $18.16\times10^{-3}$ cm⁻¹ (544 MHz).

The collisions are modelled. The gas is taken as hard spheres with a round diameter $d=0.30$ nm, and $\gamma_1=0.001$ cm⁻¹/bar is a rough one-figure size for this kind of line. The friction is identified with the initial decay rate of the velocity correlation. Write $\mathbf v_1=\mathbf V+\mathbf g/2$, with $\mathbf V$ the centre-of-mass velocity and $\mathbf g$ the relative velocity. The impact parameter $d\cos(\chi/2)$ for deflection $\chi$ makes the scattering of $\mathbf g$ uniform in solid angle, so the mean change of $\mathbf v_1$ is $-\mathbf g/2$. Since $\mathbf V$ is independent of $\mathbf g$ with zero mean, $-\mathbf v_1\cdot\Delta\mathbf v_1$ averages to $g^2/4$. The collision rate is $n\pi d^2g$ and $\langle v_1^2\rangle=3u^2$. Each component of $\mathbf g$ has variance $\sigma^2=2u^2$, and $\int_0^\infty g^5e^{-g^2/2\sigma^2}dg=8\sigma^6$ gives $\langle g^3\rangle=4\pi\cdot8\sigma^3/(2\pi)^{3/2}=32u^3/\sqrt\pi$. Thus

$$\beta=\frac{n\pi d^2\langle g^3\rangle}{12u^2}=\frac83\sqrt\pi\,nd^2u ,$$

a coefficient tested by sampling collisions. Using this rate as the single $\beta$ treats the correlation as exponential, which for hard spheres is only approximate: the drag per unit velocity grows with speed (0.73 to 1.35 times $\beta$ between $0.5u$ and $3.5u$), and the initial curvature of the normalized correlation is $1.025\beta^2$ instead of $\beta^2$.

At 1 bar $n=2.414\times10^{25}$ m⁻³, so $\beta=4.727\times2.414\times10^{25}\times9.0\times10^{-20}\times1112=1.14\times10^{10}$ s⁻¹. Then $D=u^2/\beta=1.08\times10^{-4}$ m²/s and $\ell=D/u=0.097$ µm, close to the hard-sphere free path $1/(\sqrt2\pi nd^2)=0.104$ µm. Further, $a=0.0974/0.3825=0.255$, $k^2D=a\kappa=3.93\times10^{-3}$ cm⁻¹ and $\Gamma/\beta=0.0165$. The table gives half-widths in $10^{-3}$ cm⁻¹. The Voigt column keeps $\Gamma$ and sets $\beta=0$. The digits serve to compare the profiles at fixed parameters and exceed what $d$ and $\gamma_1$ determine for real H₂. A Chapman–Enskog estimate with common Lennard-Jones parameters for H₂ gives $D\approx1.45$–$1.5\times10^{-4}$ m²/s at 1 bar (effective $d\approx0.26$ nm), which at the same $\gamma_1$ moves the asymptotic minimum found below to about 2.3 bar and $4.6\times10^{-3}$ cm⁻¹.

| $p$ (bar) | $a$ | $\Gamma+k^2D$ | soft | hard | Voigt |
|---|---|---|---|---|---|
| 0.1 | 2.55 | 39.40 | 15.71 | 14.20 | 18.23 |
| 1 | 0.255 | 4.930 | 4.907 | 4.708 | 18.72 |
| 2 | 0.127 | 3.965 | 3.963 | 3.933 | 19.27 |
| 10 | 0.0255 | 10.393 | 10.393 | 10.393 | 24.11 |

At 0.1 bar $\ell=0.97$ µm is well below $\lambda$, yet $\Gamma+k^2D$ is 2.5 times the soft width and exceeds even the Doppler width. At 2 bar, $a^2=0.0162$. The hard expansion gives $2.000+1.965\times(1-0.0162)=3.933$, and the soft one, with $\gamma_0/\beta=0.0165+0.0162=0.0327$, gives $3.965-1.965\times0.0327^2=3.963$. Both match the table. At 1 bar, $a^2=0.0648$, and the same formulas give 4.675 and 4.904, which fall below the full widths by 0.7% and 0.05% of those widths; the expansions drop higher orders in both $a^2$ and $\Gamma/\beta$. The asymptotic minimum is $2\times15.44\times\sqrt{0.0165}=3.97\times10^{-3}$ cm⁻¹ (119 MHz) at 1.98 bar. The full profiles put it at 1.98 bar and 119 MHz (soft) or 1.93 bar and 118 MHz (hard), a factor 4.6 below the Doppler width.

## What to do in practice

Within this model, which has no pressure shift and no speed dependence of the collisional width, two numbers decide the treatment. The ratio $\Gamma/\beta$ fixes how deep the narrowing can be, and $a=kD/u$ fixes which profile is needed at a given pressure.

For $a$ of order one the full soft or hard profile is required, and the result depends on the model; as $a\to\infty$ both tend to the Voigt profile, with corrections of order $1/a$. At 0.1 bar the hard width is 10% below the soft width at the same $\beta$, so a $\beta$ fitted there belongs to the model used and should be reported with it. The Faddeeva form serves for hard collisions, and the continued fraction or $M$ for soft ones.

For $a\ll1$ and $\Gamma\ll\beta$ a Lorentzian of width $\Gamma+k^2D$ describes the core. The model dependence is $a^2k^2D$ at leading order, 5% of the soft width at 1 bar and 0.8% at 2 bar; the full soft and hard widths differ by 4% and 0.8% of the soft width. The two terms scale as $p$ and $1/p$, so a pressure series through $p^*$ separates $\gamma_1$ from $D_1$, provided $a\ll1$ holds down to its lowest pressure. For hard collisions the dropped term $-a^2k^2D\propto p^{-3}$ otherwise makes the fitted $D_1$ too small. The pressure $p^*$ scales as $k$ at fixed $D_1$ and $\gamma_1$. Far above $p^*$ the Doppler contribution should be entered as $k^2D$ and not through a Voigt convolution, provided $\Gamma\ll\beta$, a condition that pressure does not change: at $a=0.05$ the excess over $\Gamma$ is only $0.49\,k^2D$ for $\Gamma/\beta=2$, and $0.14\,k^2D$ for $\Gamma/\beta=10$, close to the Voigt value $0.15\,k^2D$. At 10 bar it is 0.393 out of 10.393, whereas the Voigt width is 24.11.

The $D$ obtained from a line is the gas-kinetic one under the assumption that dephasing is independent of the velocity change. If the same collisions do both, the hard-model result above shows that a fit of the full hard profile with $\Gamma$ and $\beta$ free returns the rate $(1-\eta)\beta$, and $u^2$ divided by it exceeds the diffusion coefficient by the factor $1/(1-\eta)$. The width alone gives a different factor unless $\eta\ll1$, because $\eta\beta$ then violates $\Gamma\ll\beta$. For $a\ll1$ and no other dephasing, $F\approx1/[s+\eta\beta+\kappa^2/(s+\beta)]$ with $s=-i\Delta$. Expanding to first order in $\kappa^2$ near $\Delta=\eta\beta$, which needs $k^2D\ll\eta\beta$, gives the HWHM $\eta\beta+k^2D\,[1+\eta/(1+\eta^2)]$. The two factors agree only to first order in $\eta$.

## Computed values

```
hard model, 4th-cumulant rate (Monte Carlo) = 23.7 u^4/beta^3
soft: core deviation from Lorentzian at a=0.05 = 0.00250; wing ratio = 1.0038
hard: core deviation from Lorentzian at a=0.05 = 0.00496; wing ratio = 1.0031
peak a^2 coefficients at a=0.05: soft 0.999, hard 1.985
HWHM coefficients: soft a^4 (a=0.1) -0.987, hard a^2 (a=0.03) -0.997
onset slope of pi*I(0): soft 0.3334, hard 0.5709 (beta/kappa^2)
a=6.283: HWHM/Doppler soft 0.9439, hard 0.9009, k^2D 5.3364
a=1.000: HWHM/Doppler soft 0.6529, hard 0.5524, k^2D 0.8493
a=0.300: HWHM/Doppler soft 0.2530, hard 0.2362, k^2D 0.2548
a=1, phase destroyed at each collision: HWHM/Doppler = 1.5293
FCI/cc-pVTZ total energy at R=1.4 bohr = -1.172335 hartree
Q(1) 1-0 wavenumber = 4160.8 cm^-1, wavelength = 2.4034 um
lambda/2pi = 0.3825 um, k = 2.6143e+06 m^-1
inputs: T = 300 K, d = 0.30 nm, gamma1 = 0.001 cm^-1/bar
m = 2.0157 u, u = 1112.4 m/s, kappa = 2.9082e+09 s^-1 = 15.439 1e-3 cm^-1
Doppler HWHM = 18.178 1e-3 cm^-1 = 545.0 MHz
1 bar: n = 2.4143e+25 m^-3, beta = 1.1425e+10 s^-1, D = 1.0831e-04 m^2/s
1 bar: l = D/u = 0.0974 um, hard-sphere free path = 0.1036 um
widths below are HWHM in 1e-3 cm^-1
p=0.1 bar: l=0.9737 um, a=2.5455, G/beta=0.0165, k^2D=39.301, G=0.100
   G+k^2D=39.401, soft=15.709, hard=14.203, Voigt=18.232
p=1.0 bar: l=0.0974 um, a=0.2546, G/beta=0.0165, k^2D=3.930, G=1.000
   G+k^2D=4.930, soft=4.907, hard=4.708, Voigt=18.717
p=2.0 bar: l=0.0487 um, a=0.1273, G/beta=0.0165, k^2D=1.965, G=2.000
   G+k^2D=3.965, soft=3.963, hard=3.933, Voigt=19.268
p=10.0 bar: l=0.0097 um, a=0.0255, G/beta=0.0165, k^2D=0.393, G=10.000
   G+k^2D=10.393, soft=10.393, hard=10.393, Voigt=24.107
asymptotic minimum: p* = 1.982 bar, HWHM = 3.965 1e-3 cm^-1 = 118.9 MHz
soft minimum: p = 1.979 bar, HWHM = 3.963 1e-3 cm^-1 = 118.8 MHz, Doppler/min = 4.59
hard minimum: p = 1.933 bar, HWHM = 3.931 1e-3 cm^-1 = 117.9 MHz, Doppler/min = 4.62
```
